# Water Uptake by Oxygen Vacancies in an Acceptor-Doped Oxide: a program that tests the result

```python
"""Hydration isotherm of an acceptor-doped oxide.

Reaction: H2O(gas) + vacancy(2+) + oxide ion = 2 hydroxyl(1+).
Result under test, with amounts per formula unit:
  x = A(2N-A) / (N + sqrt((N-A)^2 + 4A(2N-A)/kappa))
x: hydroxyls, A: acceptors, N: oxygen sites,
kappa = K(T) * p / (1 bar), K: hydration equilibrium constant.
The formula is compared with explicit sums over all water contents
of a large finite crystal, whose arrangements are counted directly.
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaln

N = 3.0                      # oxygen sites per formula unit
A = 0.10                     # acceptors per formula unit
ENTHALPY = -0.80             # eV per water molecule
ENTROPY = -1.0e-3            # eV/K per water molecule
TEMPERATURE = 700.0          # K
CELL = 0.42                  # nm
FILM = 10.0                  # nm
USE_TEMPERATURE = 358.0      # K
KB = const.k / const.e       # eV/K
TORR_PER_BAR = const.bar / const.torr


def equilibrium_constant(temperature):
    return np.exp(-(ENTHALPY - temperature * ENTROPY) / (KB * temperature))


def isotherm(kappa, acceptors=A):
    product_term = acceptors * (2 * N - acceptors)
    root = np.sqrt((N - acceptors)**2 + 4 * product_term / kappa)
    return product_term / (N + root)


def kappa_needed(x):
    return 4 * x**2 / ((A - x) * (2 * N - A - x))


def local_exponent(x):
    return 1 / (2 + x / (A - x) + x / (2 * N - A - x))


def square_root_law(kappa):
    return 0.5 * np.sqrt(kappa * A * (2 * N - A))


def log_arrangements(sites, vacancies, waters, bound):
    """Free hydroxyls on any sites, or bound neighbours on a line."""
    oxides = sites - vacancies - 2 * waters
    if bound:
        objects, hydroxyl_objects = sites - waters, waters
    else:
        objects, hydroxyl_objects = sites, 2 * waters
    return (gammaln(objects + 1) - gammaln(vacancies + 1)
            - gammaln(hydroxyl_objects + 1) - gammaln(oxides + 1))


def crystal_average(kappa, bound=False, cells=2_000_000):
    """Mean hydroxyl content from the sum over every water content."""
    sites = int(round(N * cells))
    initial_vacancies = int(round(A * cells)) // 2
    waters = np.arange(initial_vacancies + 1)
    log_weight = log_arrangements(
        sites, initial_vacancies - waters, waters, bound)
    log_weight = log_weight + waters * np.log(kappa)
    weight = np.exp(log_weight - log_weight.max())
    return 2 * np.sum(waters * weight) / np.sum(weight) / cells


def exponent_by_difference(function, kappa, step=0.02):
    upper = function(kappa * np.exp(step))
    lower = function(kappa * np.exp(-step))
    return np.log(upper / lower) / (2 * step)


def mass_action_root(kappa):
    def residual(x):
        vacancies = (A - x) / 2
        oxides = N - vacancies - x
        return x**2 - kappa * vacancies * oxides
    return brentq(residual, 0.0, A, xtol=1e-18,
                  rtol=4 * np.finfo(float).eps)


# Counting checked by direct enumeration of small lattices.
free_count = sum(1 for c in product("OHV", repeat=8)
                 if c.count("H") == 2 and c.count("V") == 2)
assert abs(np.exp(log_arrangements(8, 2, 1, False)) - free_count) < 1e-6


def place_on_line(sites, waters, vacancies):
    if min(sites, waters, vacancies) < 0:
        return 0
    if sites == 0:
        return int(waters == 0 and vacancies == 0)
    return (place_on_line(sites - 1, waters, vacancies)
            + place_on_line(sites - 1, waters, vacancies - 1)
            + place_on_line(sites - 2, waters - 1, vacancies))


bound_count = place_on_line(9, 2, 2)
assert abs(np.exp(log_arrangements(9, 2, 2, True)) - bound_count) < 1e-6

# Isotherm and exponent against the crystal sum; the tolerance covers
# the finite number of hydroxyls (about two thousand at the driest point).
K = equilibrium_constant(TEMPERATURE)
pressures = 10.0 ** np.arange(-3, 4)         # Torr
kappas = K * pressures / TORR_PER_BAR
largest_error = 0.0
for kappa in kappas:
    x = isotherm(kappa)
    error = abs(crystal_average(kappa) / x - 1)
    largest_error = max(largest_error, error)
    assert error < 1e-3
    numerical = exponent_by_difference(crystal_average, kappa)
    assert abs(numerical - local_exponent(x)) < 1e-3

# The removable point kappa = 4 and the half-saturation condition.
assert abs(mass_action_root(4.0) - isotherm(4.0)) < 1e-12
kappa_half = 4 * A / (4 * N - 3 * A)
assert abs(crystal_average(kappa_half) / (A / 2) - 1) < 1e-4

# First corrections in the dry and wet limits.
dry = 1e-8
dry_shift = 1 - mass_action_root(dry) / square_root_law(dry)
dry_formula = N * np.sqrt(dry) / (2 * np.sqrt(A * (2 * N - A)))
assert abs(dry_shift / dry_formula - 1) < 2e-3
wet = 1e5
wet_gap = A - mass_action_root(wet)
assert abs(wet_gap / (2 * A**2 / (wet * (N - A))) - 1) < 1e-3

# Hydroxyls that stay bound give a linear law and the same ceiling.


def bound_average(kappa):
    return crystal_average(kappa, bound=True)


bound_exponent = exponent_by_difference(bound_average, 1e-4)
free_exponent = exponent_by_difference(crystal_average, kappas[0])
assert abs(bound_exponent - 1) < 2e-3
assert abs(free_exponent - 0.5) < 0.01
assert abs(bound_average(1e6) / A - 1) < 1e-3

# Neglected effect: Coulomb binding next to acceptors.
PERMITTIVITY = 40.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm
bind_hydroxyl = coulomb / (PERMITTIVITY * CELL / 2)
bind_vacancy = 2 * bind_hydroxyl


def trapped_isotherm(kappa, energy_h=bind_hydroxyl, energy_v=bind_vacancy):
    """Two site classes: six oxygen neighbours per acceptor, and the rest."""
    site_numbers = np.array([6 * A, N - 6 * A])
    factor_h = np.array([np.exp(energy_h / (KB * TEMPERATURE)), 1.0])
    factor_v = np.array([np.exp(energy_v / (KB * TEMPERATURE)), 1.0])

    def contents(log_activity):
        activity = np.exp(log_activity)
        hydroxyl = activity * factor_h
        vacancy = activity**2 / kappa * factor_v
        total = 1 + hydroxyl + vacancy
        return (np.sum(site_numbers * hydroxyl / total),
                np.sum(site_numbers * vacancy / total))

    def charge(log_activity):
        hydroxyls, vacancies = contents(log_activity)
        return hydroxyls + 2 * vacancies - A
    solution = brentq(charge, -30.0, 0.0, xtol=1e-13)
    return contents(solution)[0]


for kappa in kappas:
    assert abs(trapped_isotherm(kappa, 0, 0) / isotherm(kappa) - 1) < 1e-8
trapped_exponent = exponent_by_difference(trapped_isotherm, 1e-8)
assert abs(trapped_exponent - 0.5) < 0.01
assert abs(trapped_isotherm(1e6) / A - 1) < 1e-3
trapped_half = np.exp(brentq(
    lambda s: trapped_isotherm(np.exp(s)) - A / 2, -12.0, 6.0))

# Neglected effect: holes from oxidation of vacancies in air.
OXIDATION_ENTHALPY = 0.5     # eV per oxygen atom, generous to holes
OXIDATION_ENTROPY = -0.5e-3  # eV/K per oxygen atom
OXYGEN_PRESSURE = 0.2        # bar
K_ox = np.exp(-(OXIDATION_ENTHALPY - TEMPERATURE * OXIDATION_ENTROPY)
              / (KB * TEMPERATURE))
dry_kappa = kappas[1]
holes = 0.0
for _ in range(60):
    x_holes = isotherm(dry_kappa, A - holes)
    vacancies = (A - holes - x_holes) / 2
    oxides = N - vacancies - x_holes
    new_holes = np.sqrt(K_ox * vacancies * np.sqrt(OXYGEN_PRESSURE) / oxides)
    change, holes = abs(new_holes - holes), new_holes
assert change < 1e-14
hole_effect = x_holes / isotherm(dry_kappa) - 1

# Neglected effects: slow diffusion and an applied field.
DIFFUSION_PREFACTOR = 1e-3   # cm2/s
DIFFUSION_BARRIER = 0.8      # eV
FIELD = 1.0                  # MV/cm


def diffusion_time(temperature):
    diffusivity = DIFFUSION_PREFACTOR * np.exp(
        -DIFFUSION_BARRIER / (KB * temperature))
    return (FILM * 1e-7)**2 / diffusivity


film_voltage = FIELD * 0.1 * FILM            # 1 MV/cm = 0.1 V/nm


def to_torr(kappa, temperature=TEMPERATURE):
    return kappa / equilibrium_constant(temperature) * TORR_PER_BAR


kappa_five = brentq(
    lambda k: square_root_law(k) / isotherm(k) - 1.05, 1e-8, 1.0,
    xtol=1e-15)

print(f"Oxygen sites N = {N:.0f}, acceptors A = {A:.2f} per formula unit")
print(f"Hydration enthalpy = {ENTHALPY:.2f} eV")
print(f"Hydration entropy = {ENTROPY * 1e3:.2f} meV/K")
print(f"Temperature = {TEMPERATURE:.0f} K, kT = {KB * TEMPERATURE:.5f} eV")
print(f"1 bar = {TORR_PER_BAR:.2f} Torr")
print(f"Equilibrium constant K = {K:.4f} (p0 = 1 bar)")
print("p (Torr) | kappa | x | square-root law | local exponent")
for p, kappa in zip(pressures, kappas):
    x = isotherm(kappa)
    print(f"{p:8.3f} {kappa:.3e} {x:.6f} {square_root_law(kappa):.6f}"
          f" {local_exponent(x):.4f}")
print(f"Largest relative gap, formula to crystal sum = {largest_error:.1e}")
print(f"Square-root law 5% too high at {to_torr(kappa_five):.4f} Torr")
print(f"kappa at half saturation = {kappa_half:.5f}")
print(f"Half saturation at {to_torr(kappa_half):.3f} Torr")
print(f"95% saturation at {to_torr(kappa_needed(0.95 * A)):.1f} Torr")
print(f"A - x at 1000 Torr = {A - isotherm(kappas[-1]):.6f}")
print(f"A - x there, wet-limit term = {2*A**2/(kappas[-1]*(N-A)):.6f}")
for t in (USE_TEMPERATURE, 600.0, 800.0, 900.0):
    print(f"Half saturation at {t:.0f} K: {to_torr(kappa_half, t):.3e} Torr")
print(f"Cell edge = {CELL:.2f} nm")
print(f"Saturated hydroxyl density = {A / (CELL * 1e-7)**3:.3e} cm^-3")
print(f"Low-pressure exponent, free hydroxyls = {free_exponent:.4f}")
print(f"Low-pressure exponent, bound pairs = {bound_exponent:.4f}")
print(f"Relative permittivity (rough) = {PERMITTIVITY:.0f}")
print(f"Acceptor-hydroxyl binding = {bind_hydroxyl:.3f} eV")
print(f"Acceptor-vacancy binding = {bind_vacancy:.3f} eV")
print(f"Half saturation with binding = {to_torr(trapped_half):.2f} Torr")
print(f"Half-pressure ratio, bound/ideal = {trapped_half / kappa_half:.3f}")
print(f"Low-pressure exponent with binding = {trapped_exponent:.4f}")
print(f"Oxidation enthalpy (rough) = {OXIDATION_ENTHALPY:.2f} eV")
print(f"Oxidation entropy (rough) = {OXIDATION_ENTROPY * 1e3:.2f} meV/K")
print(f"Oxygen pressure = {OXYGEN_PRESSURE:.1f} bar")
print(f"Holes at 0.01 Torr water = {holes:.2e} per formula unit")
print(f"Relative change of x by holes = {hole_effect:.2e}")
print(f"Diffusion prefactor (rough) = {DIFFUSION_PREFACTOR:.0e} cm2/s")
print(f"Diffusion barrier (rough) = {DIFFUSION_BARRIER:.2f} eV")
print(f"Film thickness = {FILM:.0f} nm")
for t in (USE_TEMPERATURE, TEMPERATURE):
    print(f"Diffusion time at {t:.0f} K = {diffusion_time(t):.2e} s")
print(f"Film voltage at {FIELD:.0f} MV/cm = {film_voltage:.2f} V")
print(f"That voltage times e, over kT at {USE_TEMPERATURE:.0f} K = "
      f"{film_voltage / (KB * USE_TEMPERATURE):.1f}")
print("OK")
```

Printed output:

```
Oxygen sites N = 3, acceptors A = 0.10 per formula unit
Hydration enthalpy = -0.80 eV
Hydration entropy = -1.00 meV/K
Temperature = 700 K, kT = 0.06032 eV
1 bar = 750.06 Torr
Equilibrium constant K = 5.2477 (p0 = 1 bar)
p (Torr) | kappa | x | square-root law | local exponent
   0.001 6.996e-06 0.001011 0.001016 0.4974
   0.010 6.996e-05 0.003160 0.003212 0.4918
   0.100 6.996e-04 0.009648 0.010159 0.4743
   1.000 6.996e-03 0.027323 0.032124 0.4201
  10.000 6.996e-02 0.062160 0.101585 0.2737
 100.000 6.996e-01 0.091719 0.321242 0.0764
1000.000 6.996e+00 0.099033 1.015855 0.0096
Largest relative gap, formula to crystal sum = 1.3e-06
Square-root law 5% too high at 0.0896 Torr
kappa at half saturation = 0.03419
Half saturation at 4.887 Torr
95% saturation at 177.8 Torr
A - x at 1000 Torr = 0.000967
A - x there, wet-limit term = 0.000986
Half saturation at 358 K: 1.537e-05 Torr
Half saturation at 600 K: 5.359e-01 Torr
Half saturation at 800 K: 2.564e+01 Torr
Half saturation at 900 K: 9.310e+01 Torr
Cell edge = 0.42 nm
Saturated hydroxyl density = 1.350e+21 cm^-3
Low-pressure exponent, free hydroxyls = 0.4974
Low-pressure exponent, bound pairs = 0.9999
Relative permittivity (rough) = 40
Acceptor-hydroxyl binding = 0.171 eV
Acceptor-vacancy binding = 0.343 eV
Half saturation with binding = 17.06 Torr
Half-pressure ratio, bound/ideal = 3.491
Low-pressure exponent with binding = 0.4999
Oxidation enthalpy (rough) = 0.50 eV
Oxidation entropy (rough) = -0.50 meV/K
Oxygen pressure = 0.2 bar
Holes at 0.01 Torr water = 7.46e-05 per formula unit
Relative change of x by holes = -3.73e-04
Diffusion prefactor (rough) = 1e-03 cm2/s
Diffusion barrier (rough) = 0.80 eV
Film thickness = 10 nm
Diffusion time at 358 K = 1.83e+02 s
Diffusion time at 700 K = 5.75e-04 s
Film voltage at 1 MV/cm = 1.00 V
That voltage times e, over kT at 358 K = 32.4
OK
```
